Suppose that a better SCF vector is to be formed as a linear combination $s=\sum_j\gamma_jx_j$ of iterates $x_0,\dots,x_k$, with coefficients that depend on their residuals $f_j$ alone. Moving the origin of the potential or density space by a vector $t$ changes each $x_j$ to $x_j+t$ and leaves the residuals unchanged. The answer must move by $t$ as well, so $\sum_j\gamma_j=1$. Changing the unit of the residual cannot change $s$, so the coefficients are of degree zero in the residuals. Rotating the orthonormal basis cannot change them either, so they depend on the inner products $f_i^Tf_j$. These requirements fix the form, an affine combination with coefficients built from ratios of inner products, but not the rule. Reduced rank extrapolation (RRE) and DIIS both choose

$$s_k=\sum_{j=0}^k\gamma_jx_j,\qquad \sum_{j=0}^k\gamma_j=1,\qquad \Big\|\sum_{j=0}^k\gamma_jf_j\Big\|_2\ \text{minimal}.\tag{1}$$

They differ in where the data come from. RRE works afterwards on a sequence that never saw an extrapolant; DIIS puts each extrapolant back into the SCF map.

Let the map be linear, $x\mapsto Gx+b$, with real $G$ and nonsingular $A=I-G$. The residual is output minus input, $f(x)=b-Ax$. The unaccelerated sequence is $x_{j+1}=x_j+f_j$, and therefore

$$f_{j+1}=b-A(x_j+f_j)=f_j-Af_j=Gf_j,\qquad f_j=G^jf_0 .\tag{2}$$

Adding the steps gives $x_j-x_0=\sum_{i=0}^{j-1}G^if_0$. The successive steps are $f_0,Gf_0,\dots,G^{k-1}f_0$, so the affine combinations of $x_0,\dots,x_k$ fill the set $x_0+K_k$, where

$$K_k=\mathrm{span}\{f_0,Gf_0,\dots,G^{k-1}f_0\}=\mathrm{span}\{f_0,Af_0,\dots,A^{k-1}f_0\}.\tag{3}$$

The two spans agree because a polynomial in $G$ is a polynomial of the same degree in $A=I-G$. The constraint in (1) also gives

$$f(s_k)=b-A\sum_j\gamma_jx_j=\sum_j\gamma_j(b-Ax_j)=\sum_j\gamma_jf_j .\tag{4}$$

RRE thus minimizes $\|b-As\|_2$ over $s\in x_0+K_k$. This is the definition of the $k$-th GMRES iterate for $Ax=b$ started at $x_0$. The minimizer is unique: the closest point to $f_0$ in the subspace $AK_k$ is unique, and nonsingular $A$ maps only one $z\in K_k$ to it. Hence $s_k$ is the GMRES iterate in exact arithmetic. Symmetry of $G$ was not used, nor was convergence of the plain sequence.

For DIIS take the full history and the feedback $x_{k+1}=s_k+\rho_k$, where $\rho_k=f(s_k)$. Assume that $x_0,\dots,x_k$ span $x_0+K_k$ in the affine sense, which is true for $k=0$. Then $s_k=x_0+z_k$ is again the GMRES iterate, and $\rho_k=f_0-Az_k$. If $z_k$ lies outside $K_{k-1}$, its highest power survives multiplication by $A$, and $x_{k+1}$ supplies the direction missing from $K_{k+1}$. The induction continues. If $z_k$ lies in $K_{k-1}$, it is the minimizer of the previous step, so $\rho_k=\rho_{k-1}$: GMRES has stagnated. Then $x_{k+1}=s_{k-1}+\rho_{k-1}=x_k$, and in exact arithmetic DIIS repeats its input from then on. The equivalence therefore holds as long as GMRES does not stagnate before the solution is found.

A four-dimensional cyclic shift, $Ae_i=e_{i+1}$ with $e_5=e_1$, shows the failure. With $b=e_1$ and $x_0=0$, the space $AK_3$ is spanned by $e_2,e_3,e_4$, all orthogonal to $f_0=e_1$, so the GMRES residual is still 1 at $k=3$. DIIS repeats $x_1=e_1$ as $x_2$, whereas RRE, whose data keep exploring, reaches the solution at $k=4$. Stagnation is excluded if $v^TAv>0$ for every $v\neq0$. Indeed $\rho_k$ is orthogonal to $AK_k$, and $\rho_{k-1}$ lies in $K_k$; equality of the two would give $\rho_{k-1}^TA\rho_{k-1}=0$.

The two methods thus solve the same problem from different data. To compare the data, eliminate the constraint. With $\Delta f_j=f_{j+1}-f_j$, insert $f_i=f_k-\sum_{j=i}^{k-1}\Delta f_j$ into (4):

$$\sum_{i=0}^k\gamma_if_i=f_k-\sum_{j=0}^{k-1}\theta_j\,\Delta f_j,\qquad \theta_j=\sum_{i=0}^{j}\gamma_i .\tag{5}$$

The $\theta_j$ are free, so this is ordinary least squares with columns $\Delta f_j$. The lengths of the columns can be scaled away, but the angles between them cannot. Let $\varphi$ be the angle between the newest column and the span of the older ones, and let the newest column have length $t$ after any scaling. The largest singular value is at least $t$. A coefficient vector with last entry 1 that cancels as much as possible gives a vector of length $t\sin\varphi$, so the smallest singular value is at most $t\sin\varphi$. The condition number, the ratio of the two, obeys

$$\kappa\ge 1/\sin\varphi .\tag{6}$$

Both sets of angles follow from one orthonormal basis. Let $q_1=Af_0/\|Af_0\|$, and let $q_1,q_2,\dots$ be the Arnoldi vectors of $G$, obtained by orthogonalizing each $Gq_j$ to its predecessors:

$$Gq_j=\sum_{i=1}^{j+1}h_{ij}q_i,\qquad h_{j+1,j}>0 .\tag{7}$$

For the plain sequence, (2) gives $\Delta f_m=(G-I)G^mf_0=-G^mAf_0$, since $G$ and $A$ commute. Column $m+1$ is parallel to $G^mq_1$. Each multiplication by $G$ raises the highest basis vector by one and contributes one subdiagonal factor, so the part of $G^mq_1$ outside $\mathrm{span}\{q_1,\dots,q_m\}$ is $h_{21}h_{32}\cdots h_{m+1,m}\,q_{m+1}$. Therefore

$$\sin\varphi^{\rm RRE}_{m+1}=\frac{\prod_{i=1}^{m}h_{i+1,i}}{\|G^mq_1\|}.\tag{8}$$

For DIIS, the residual at a fed-back point is

$$f(s_j+\rho_j)=\rho_j-A\rho_j=G\rho_j .\tag{9}$$

The first column is $Gf_0-f_0=-Af_0$, parallel to $q_1$. The later ones are $\Delta f_m=G(\rho_m-\rho_{m-1})$ for $m\ge1$. Now $\rho_m$ is the part of $f_0$ orthogonal to $AK_m=\mathrm{span}\{q_1,\dots,q_m\}$, so

$$\rho_{m-1}-\rho_m=(q_m^Tf_0)\,q_m .\tag{10}$$

Successive changes of the GMRES residual are mutually orthogonal, and the DIIS columns are parallel to $q_1,Gq_1,Gq_2,\dots$. The predecessors of column $m+1$ span $q_1,\dots,q_m$, and by (7) the part of $Gq_m$ outside that span is $h_{m+1,m}q_{m+1}$. Hence

$$\sin\varphi^{\rm DIIS}_{m+1}=\frac{h_{m+1,m}}{\|Gq_m\|}.\tag{11}$$

RRE has a product where DIIS has a single factor. The plain sequence multiplies the same vector by $G$ again and again, and the vector turns towards the dominant modes. DIIS subtracts what is already known before it applies $G$.

This does not make RRE badly conditioned for every $G$. If $G$ is half a cyclic shift and $f_0$ is chosen so that $q_1=e_1$, the vectors $G^mq_1$ are orthogonal until the space is full, and every sine in (8) is 1. For symmetric $G$, however, the loss can be proved. Let $\lambda_-$ and $\lambda_+$ be the smallest and largest eigenvalues, let $\mu$ be the largest $|\lambda|$, and let $c\neq0$ be the overlap of $q_1$ with a normalized eigenvector belonging to it. The numerator of (8) is the distance of $G^mq_1$ from the span of lower powers, that is, the minimum of $\|p(G)q_1\|$ over polynomials $p$ of degree $m$ with leading coefficient 1. The Chebyshev polynomial $T_m$ has leading coefficient $2^{m-1}$ and modulus at most 1 on $[-1,1]$. Stretched to half-width $(\lambda_+-\lambda_-)/2$ and divided by its leading coefficient, it is at most $2[(\lambda_+-\lambda_-)/4]^m$ on the spectrum. The denominator is at least $|c|\mu^m$. Thus

$$\sin\varphi^{\rm RRE}_{m+1}\le\frac{2}{|c|}\left(\frac{\lambda_+-\lambda_-}{4\mu}\right)^m\le\frac{2}{|c|}\,2^{-m},\tag{12}$$

where the last step uses $\lambda_+-\lambda_-\le2\mu$. By (6), the condition number of the RRE data grows at least exponentially while the Krylov space keeps growing.

DIIS has a weaker guarantee. Remove its first column and scale the others to unit length. What remains is $GQS$, where $Q$ holds the $q_j$ and $S$ is diagonal with entries $1/\|Gq_j\|\ge1/\mu$. For nonsingular symmetric $G$,

$$\|GQSy\|\ge\min|\lambda|\,\|Sy\|\ge\frac{\min|\lambda|}{\max|\lambda|}\|y\| .\tag{13}$$

The second smallest singular value of a matrix is the largest value that the minimum of $\|Dy\|/\|y\|$ can take on a subspace of codimension one. Choosing the subspace in which the first coefficient vanishes shows that all singular values of the full unit-column matrix $D$ but one obey the bound (13). The last one can be small. With $n$ columns it is at most the distance of $q_1$ from $\mathrm{span}\{Gq_1,\dots,Gq_{n-1}\}$, which is the minimum of $\|p(G)q_1\|$ over polynomials of degree at most $n-1$ with $p(0)=1$. If $0<\lambda_-<\lambda_+$, take the stretched $T_{n-1}$ divided by its value at zero. That value has modulus $T_{n-1}(z)\ge\frac12(z+\sqrt{z^2-1})^{n-1}$ with $z=(\lambda_++\lambda_-)/(\lambda_+-\lambda_-)$, and

$$z+\sqrt{z^2-1}=\frac{(\sqrt{\lambda_+}+\sqrt{\lambda_-})^2}{\lambda_+-\lambda_-}=\frac{\sqrt{\lambda_+}+\sqrt{\lambda_-}}{\sqrt{\lambda_+}-\sqrt{\lambda_-}},$$

$$\sigma_{\min}\le2\left(\frac{\sqrt{\lambda_+}-\sqrt{\lambda_-}}{\sqrt{\lambda_+}+\sqrt{\lambda_-}}\right)^{n-1}.\tag{14}$$

A positive spectrum of $G$ with $\lambda_-/\lambda_+$ not small, as produced by very small mixing, therefore gives DIIS a large condition number too, but in exact arithmetic through one bad direction only, since (13) then keeps the other singular values away from zero. For $\lambda_-\ll\lambda_+$ both (13) and (14) become weak.

As a numerical case, take an open chain of 200 sites with round model parameters. A potential $V_i$ induces the electron excess $n_i=-\chi V_i$ with $\chi=25\ \mathrm{Ha}^{-1}$. The excess electrons repel with $J=1$ Ha on one site and 0.5 Ha between neighbours. With random external potentials $w$ of standard deviation 0.1 Ha, self-consistency reads $V=w-\chi JV$. Simple mixing with parameter $\alpha$ gives

$$A=\alpha(I+\chi J),\qquad b=\alpha w,\qquad x_0=0 .$$

The eigenvalues of $I+\chi J$ run from 1.0031 to 50.9969. For $\alpha=0.035$ those of $G$ run from $1-0.035\times50.9969=-0.785$ to $1-0.035\times1.0031=0.965$, so plain mixing converges, slowly. Since $A$ is symmetric and positive definite, GMRES cannot stagnate.

For $k=1$ to 8, the extrapolants of RRE and DIIS were tested against a separately computed GMRES iterate, for the chain and for a nonsymmetric random matrix. The largest difference, relative to the norm of the iterate, is $3.5\times10^{-15}$. The sines (8) and (11) were tested against the stored residuals in both cases.

In the chain, the sine of the newest RRE column falls from $1.3\times10^{-5}$ at column 20 to $8.0\times10^{-9}$ at column 30, an average factor of $(6.0\times10^{-4})^{1/10}=0.48$ per column. The ratio in (12) is $(0.9649+0.7849)/(4\times0.9649)=0.453$. The bound itself is loose because $|c|=2.1\times10^{-5}$ is small: at column 10 it exceeds 1 and says nothing, and at column 30 it is $1.0\times10^{-5}$. The DIIS sine stays near 0.7. With 30 unit columns the condition numbers are $3.2\times10^{10}$ for RRE and 25 for DIIS. The Gram matrix of these columns, used in the normal equations, has the squared singular values and hence the squared condition numbers, about $10^{21}$ and 630. The first value is beyond double precision, which is a reason to solve (5) by an orthogonal factorization of the columns, as was done here; the second is harmless.

The consequence appears in the residuals, given relative to $\|b\|$. At $k=20$ RRE, DIIS and GMRES all give $3.0\times10^{-3}$. At $k=40$ RRE has $1.5\times10^{-5}$ against $9.4\times10^{-6}$ for the other two. At $k=100$ RRE has reached $2.3\times10^{-8}$, while DIIS and GMRES both stand at $2.8\times10^{-13}$ and plain mixing at $3.8\times10^{-3}$. RRE and DIIS have used the same number of residual evaluations, $k+1$.

The place where RRE departs can be estimated. Rounding in the stored vectors and in the solver spoils the smallest singular values. A rough threshold, taken from the default cutoff of the least-squares solver, is $200\times2.2\times10^{-16}=4\times10^{-14}$ of the largest. The solver discards singular values below it, but that cutoff need not be the cause of the departure. The threshold is optimistic for the stored columns: each residual carries a rounding error on the scale of $b$ while the differences shrink, so the relative error of the late columns is roughly ten times larger, which would move the estimate that follows about three columns earlier. Between 20 and 30 columns the RRE condition number grows by a factor of 2.35 per column. At that rate it passes $1/(4\times10^{-14})$ after about eight more columns, near column 38, which is consistent with the output: agreement at $k=20$ and a gap of a factor 1.6 at $k=40$. No intermediate $k$ was computed, so the onset is located only between these two values.

That finite precision is the cause was tested directly. RRE on the plain sequence for the same chain, carried out with 150 digits, gives $8.6\times10^{-11}$ at $k=80$, the GMRES value, where double precision gives $1.3\times10^{-7}$. This comparison does not separate rounding in the stored vectors from rounding in the solver. The stored vectors set a limit of their own, however: a new direction whose share of a column is below the rounding error of that column cannot be recovered by any later algebra. In DIIS the new direction enters with the share (11), about 0.7 here, of a residual difference that shrinks with convergence. With so large a share, storage loses it only when that difference itself sinks to the rounding error of $b-Ax$.

With $\alpha=0.005$ the spectrum of $G$ is $[0.745,0.995]$, wholly positive. For eight columns (14) gives $\sigma_{\min}\le2\times0.0722^7=2\times10^{-8}$, and the DIIS condition number is indeed large, $2.4\times10^8$, against $1.6\times10^{10}$ for RRE. The second smallest singular values differ far more: 0.87 for DIIS, above its bound $0.745/0.995=0.749$, and $1.8\times10^{-8}$ for RRE. In exact arithmetic GMRES does not notice $\alpha$, which multiplies both $A$ and $b$, so the residual at $k=100$ should again be $2.8\times10^{-13}$. DIIS reaches $5.5\times10^{-12}$ in this run, a loss of a factor of about 20 whose size depends on rounding and on the solver (a QR solve without the singular-value cutoff loses considerably more), and RRE only $8.8\times10^{-4}$. The condition numbers of eight columns do not by themselves explain this gap at $k=100$. Nor does (13) guarantee a single bad direction there: it holds in exact arithmetic, and rounding can add further ones to the stored DIIS columns.

In a nonlinear SCF problem the identity (4), on which the equality with GMRES rests, holds only up to second-order terms. Write $f(x_j)=f(s)-A(x_j-s)+R_j$, with $-A$ now the derivative of $f$ at $s$ and $R_j$ of second order in $x_j-s$. Since $\sum_j\gamma_j(x_j-s)=0$,

$$\sum_j\gamma_jf_j=f(s)+\sum_j\gamma_jR_j .$$

The minimized vector is then no longer the true residual, and large coefficients of alternating sign, which nearly dependent data permit, can amplify the difference. The numerical output for the linear chain follows.

## Table of computed values

```
sites 200, response chi = 25.0 1/Ha
repulsion: on-site 1.00 Ha, neighbour 0.50 Ha
external potential width = 0.10 Ha
I + chi J eigenvalues: 1.0031 to 50.9969
mixing alpha = 0.035; G from -0.7849 to 0.9649
largest relative mismatch with GMRES, k=1..8: 3.5e-15
cyclic shift: GMRES residual at k=3 = 1.000
cyclic shift: DIIS |x2-x1| = 0.0e+00
cyclic shift: RRE residual at k=4 = 9.3e-15
overlap |c| = 2.119e-05, bound ratio = 0.4534
sine of newest column to older ones (RRE, DIIS, RRE bound):
  column 5: 1.139e-01 0.739 3.99e+03
  column 10: 6.189e-03 0.692 7.64e+01
  column 20: 1.339e-05 0.694 2.80e-02
  column 30: 8.003e-09 0.701 1.03e-05
condition number, unit columns (RRE, DIIS):
  10 columns: 1.85e+03 9.54
  20 columns: 6.34e+06 16.79
  30 columns: 3.24e+10 25.17
relative residual (plain, RRE, DIIS, GMRES):
  k=20: 1.15e-01 3.03e-03 3.03e-03 3.03e-03
  k=40: 4.45e-02 1.48e-05 9.36e-06 9.36e-06
  k=60: 1.89e-02 1.15e-06 2.76e-08 2.76e-08
  k=80: 8.40e-03 1.25e-07 8.61e-11 8.61e-11
  k=100: 3.82e-03 2.27e-08 2.81e-13 2.81e-13
RRE with 150 digits, k=80: 8.61e-11
small mixing alpha = 0.005
  G from 0.7450 to 0.9950
  8 columns, condition: RRE 1.55e+10, DIIS 2.39e+08
  second smallest singular value: RRE 1.80e-08, DIIS 0.867
  lower bound for the DIIS value: 0.749
  relative residual at k=100: RRE 8.83e-04, DIIS 5.45e-12
```
